# When Ionizing a Tin–Carbon Bond Weakens It, and Why

In a model bond with rough parameters for a methyl group on tin, removing one electron lowers the dissociation energy from 2.79 eV to 1.24 eV. The bond order falls from 0.88 to 0.47. It is tempting to read the second change as the full cause of the first. Yet in a calculation on the lithium dimer, removing a bonding electron raises the dissociation energy, from 0.97 eV to 1.22 eV. Loss of bond order therefore cannot be the whole reason. These notes separate the contributions and weigh them.

## 1. What decides the sign

Let A be the tin fragment and B the alkyl group. All energies are at relaxed geometries, without zero-point energy, unless stated otherwise. The neutral bond energy is

$$D_0=E(A)+E(B)-E(AB).$$

The cation can leave its charge on either fragment, and the cheaper channel defines its bond energy:

$$D_+=\min[E(A^+)+E(B),\;E(A)+E(B^+)]-E(AB^+).$$

Write each ion's energy as that of its neutral parent plus an ionization energy, $E(X^+)=E(X)+I(X)$. The sum $E(A)+E(B)$ is common to both channels and comes out of the minimum:

$$D_+=D_0-I(AB)+\min[I(A),I(B)].\tag{1}$$

Ionization weakens the bond if and only if the molecule is harder to ionize than its more easily ionized fragment. For Li$_2$ the computed values are $I(\mathrm{Li_2})=5.10$ eV and $I(\mathrm{Li})=5.34$ eV. The molecule is the easier to ionize, so the bond gains 0.25 eV. (Here the neutral dimer has its two valence electrons correlated by coupled cluster and the cation is treated by unrestricted Hartree–Fock; correlation involving the cores is left out.)

Equation (1) gives the sign but not the mechanism. For that we need a model.

## 2. A bond with two orbitals

Place one orbital on tin at energy $+\delta$ and one on carbon at $-\delta$. Let $t>0$ be the hopping energy, so that the Hamiltonian contains $-t$ times the transfer of an electron. Let $U$ be the repulsion of two electrons in the same orbital, and $V(R)$ a core repulsion taken to be the same for both charge states. The values are $\delta=1.25$, $t=3.6$ and $U=8$ eV at the neutral bond length $R_0=0.215$ nm.

**Cation.** One electron remains, with Hamiltonian

$$\begin{pmatrix}\delta&-t\\-t&-\delta\end{pmatrix},\qquad E=-W,\quad W=\sqrt{\delta^2+t^2}.$$

On separation the electron stays on carbon, at energy $-\delta$, and the hole goes to tin. The electronic binding is thus

$$b=W-\delta=3.811-1.25=2.561\ \text{eV}.\tag{2}$$

**Neutral.** The separated fragments hold one electron each, with total energy $\delta-\delta=0$. This is the lowest separated state provided $U>2\delta$. The covalent singlet is $(|\mathrm{Sn}{\uparrow}\mathrm{C}{\downarrow}\rangle+|\mathrm{C}{\uparrow}\mathrm{Sn}{\downarrow}\rangle)/\sqrt2$. Each of its two terms reaches a doubly occupied orbital with amplitude $-t$, so the coupling is $-2t/\sqrt2=-\sqrt2\,t$. The doubly occupied states lie at $U+2\delta$ (tin) and $U-2\delta$ (carbon).

Let the ground energy be $-n$, with amplitudes $c$ (covalent), $x$ (tin pair) and $y$ (carbon pair). The eigenvalue equations are

$$(U+2\delta+n)x=\sqrt2\,tc,\quad (U-2\delta+n)y=\sqrt2\,tc,\quad nc=\sqrt2\,t(x+y).$$

Inserting the first two in the third gives

$$n=\frac{2t^2}{U+2\delta+n}+\frac{2t^2}{U-2\delta+n}.\tag{3}$$

The solution is $n=4.369$ eV, as substitution confirms: $25.92/14.869+25.92/9.869=1.743+2.626$.

## 3. First contribution: one bonding electron fewer

Set $\delta=0$, keeping $t$ and $U$. Equation (3) becomes $n(U+n)=4t^2$, so

$$n=\sqrt{U^2/4+4t^2}-U/2=8.237-4=4.237\ \text{eV},\qquad b=t=3.600\ \text{eV}.$$

At fixed length the core repulsion cancels in the difference, and the bond loses only 0.64 eV. The loss is small because the neutral pair pays for its bonding with repulsion: sharing two electrons means that both are sometimes in one orbital. The single electron of the cation pays nothing.

If $U$ is large enough, the sign reverses. The neutral bond is the stronger when $\sqrt{U^2/4+4t^2}>t+U/2$. Both sides are positive, so squaring is allowed and gives $4t^2>t^2+tU$, or

$$U<3t=10.8\ \text{eV}.$$

Beyond this limit half the bonding electrons make a stronger bond. Whether Li$_2$ behaves as it does for this reason is left open: its $t$ and $U$ were not computed, and the model omits the polarization of the neutral atom by the ion, which also strengthens the cation's bond.

## 4. Second contribution: polarity

Restoring $\delta=1.25$ eV raises the neutral binding by $4.369-4.237=0.132$ eV and lowers the cation binding by $3.600-2.561=1.039$ eV. Together they weaken the cation's bond, relative to the neutral one, by a further 1.17 eV, almost twice the first contribution.

The reason lies in the dissociation limit. The departing tin fragment takes the hole, and tin is where the hole costs least. In the molecule the hole is shared with carbon, where it costs more. Multiplying (2) by $(W+\delta)/(W+\delta)$ gives $b=t^2/(W+\delta)$, which tends to $t^2/2\delta$ for $\delta\gg t$: a strongly polar one-electron bond is weak.

The condition for weakening at fixed length also widens. The right side of (3) falls as $n$ grows while the left side rises, so $n>b$ holds if and only if the right side, evaluated at $n=b$, exceeds $b$. From $(b+\delta)^2=\delta^2+t^2$ we have $t^2=b(b+2\delta)$. With $X=U+b$, dividing by $b$ gives

$$2(b+2\delta)\left[\frac1{X+2\delta}+\frac1{X-2\delta}\right]>1
\;\Rightarrow\; X^2-4(b+2\delta)X-4\delta^2<0.$$

Since $X$ is positive, it must lie below the positive root:

$$U<b+4\delta+2\sqrt{(b+2\delta)^2+\delta^2}=17.99\ \text{eV}.\tag{4}$$

The chosen $U=8$ eV is far inside this limit. Relaxation of the cation can only raise $D_+$, so (4) is necessary for $D_+<D_0$ but not sufficient.

## 5. Third contribution: relaxation, driven by the drop in bond order

Define the bond order $P=\sum_\sigma\langle c^\dagger_{\mathrm{Sn}\sigma}c_{\mathrm{C}\sigma}\rangle$. The hopping energy is $-2tP$, because transfer runs both ways, and hence $\partial E/\partial t=-2P$. For the cation

$$P_+=\frac{t}{2W}=\frac{3.6}{7.622}=0.472.$$

For the neutral, $P_0=\tfrac12\,dn/dt$. Differentiating (3) and collecting the terms in $dn/dt$ gives

$$P_0=\frac{n/t}{1+2t^2\left[(U+2\delta+n)^{-2}+(U-2\delta+n)^{-2}\right]}=\frac{1.214}{1.383}=0.877.$$

At the neutral equilibrium length, $-2P_0t'+V'=0$, where a prime means $d/dR$. Immediately after ionization the force along the bond is

$$F=2P_+t'-V'=2(P_+-P_0)t'=2(P_0-P_+)|t'|,\tag{5}$$

because $t'<0$. In this model, then, a drop in bond order produces an outward force proportional to the drop. With $t\propto e^{-R/\lambda}$ and $\lambda=0.12$ nm, $|t'|=30$ eV/nm and $F=2(0.405)(30)=24.3$ eV/nm.

Take $V=V_0e^{-4(R-R_0)/\lambda}$. Equilibrium requires $4V_0/\lambda=2P_0t/\lambda$, so $V_0=P_0t/2=1.579$ eV and $D_0=4.369-1.579=2.79$ eV. The cation starts with a binding of $2.561-1.579=0.98$ eV. Minimizing its energy numerically gives a length of 0.241 nm and releases 0.26 eV, so that $D_+=1.24$ eV.

The balance for $D_+-D_0$ is:

- one electron fewer, nonpolar bond: $-0.64$ eV;
- polarity: $-1.17$ eV;
- relaxation: $+0.26$ eV;
- total: $-1.55$ eV.

The division depends on the order in which the effects are switched on; the total does not. The stretch caused by the lower bond order is a relaxation, and it strengthens the cation against dissociation. The lower bond order also acts within the first two entries. At fixed length it costs $2t(P_0-P_+)=2(3.6)(0.405)=2.92$ eV of hopping energy, more than the whole weakening. The loss of the pair's repulsion gives back 2.22 eV and the level difference costs a further 1.11 eV, which leaves $2.92-2.22+1.11=1.81$ eV, the sum of those two entries.

## 6. A molecule with a real tin–carbon bond

Methylstannane, CH$_3$SnH$_3$, was computed by second-order perturbation theory (MP2) with a small basis and a core potential on tin. The geometries come from coarse Hartree–Fock scans of a few coordinates, and the bond orders and orbital energies below are also Hartree–Fock values. The geometries are thus only partly optimized, so errors of a few tenths of an eV should be expected. The cation is also held in threefold symmetry. A less symmetric form may lie lower, which would raise $D_+$. Loss of H$_2$, open to this molecule but not to a tin atom without hydrogen, is not examined.

The choice of orbital matters. Taking an electron from the Sn–C sigma orbital, with the other orbitals frozen, lowers the Mayer bond order from 0.90 to 0.60; taking it from an Sn–H orbital leaves 0.92. With the other coordinates fixed, the Sn–C orbital's ionization energy changes with Sn–C length by $-30$ eV/nm, which means an outward force on the new cation. For the Sn–H orbitals the slope is $+7$ eV/nm, a weak inward force.

The ionization energies are 9.41 eV for the molecule (relaxed cation), 7.31 eV for SnH$_3$ and 9.52 eV for CH$_3$. Equation (1) gives

$$D_+=3.05-9.41+7.31=0.95\ \text{eV}$$

for loss of a methyl radical (0.96 eV before rounding). Leaving the charge on methyl would cost 3.16 eV.

One result departs from the model. The vertical ionization energy is 10.53 eV, so relaxation releases 1.12 eV, more than $D_+$. The fresh cation lies about 0.17 eV above the separated fragments, whereas the model cation starts 0.98 eV below them. The margin is within the error of the method. It places prompt loss near its energetic threshold, without showing that the energy reaches the Sn–C stretch before it spreads to other motions.

## 7. Weaker is not yet broken

For a cation that has relaxed and thermalized, and with motion along the bond alone, the classical escape rate is the outward flux at large distance divided by the population of the well. For a harmonic well with reduced mass $\mu$ and frequency $\omega$,

$$k=\sqrt{\frac{k_BT}{2\pi\mu}}\;\frac{e^{-D_+/k_BT}}{\sqrt{2\pi k_BT/\mu\omega^2}}=\frac{\omega}{2\pi}e^{-D_+/k_BT}.$$

With $\omega/2\pi=9.8\times10^{12}$ s$^{-1}$, the model cation loses its ligand at 0.12 s$^{-1}$ at 450 K, against $8\times10^{-19}$ s$^{-1}$ for the neutral. Integrating over the true anharmonic well changes the cation's rate at 450 K by 1.5%. At 300 K the cation's rate is $1.3\times10^{-8}$ s$^{-1}$.

A hole also disappears by capturing an electron. If it lives for a time $\tau$, thermal loss keeps pace only when

$$D_+\lesssim k_BT\ln(\omega\tau/2\pi).$$

For an assumed $\tau=1$ ns at 300 K the bound is 0.24 eV, far below 1.24 eV. In this model a relaxed cation is almost always neutralized before it dissociates. By the rates above, a trapped hole would have to live about 8 s at 450 K, and more than two years at 300 K. These times depend strongly on $D_+$: with the 0.96 eV computed for methylstannane in section 6 and the same prefactor, they fall to about 5 ms and 20 minutes. They also rest on the one-dimensional prefactor. Bond fission in polyatomic molecules often has prefactors of $10^{15}$ to $10^{16}$ s$^{-1}$, which would shorten every time a hundred- to a thousandfold, down to about 5 µs at 450 K and 1 s at 300 K for the smaller $D_+$. Thermal loss from the relaxed cation therefore needs a hole that lives far longer than a nanosecond, and heat shortens the time required. Two other routes lie outside this estimate: energy left over from the ionization itself, and energy released when the hole captures an electron, which may exceed the neutral bond energy.

## 8. The model beside an alkyltin-oxo resist

The parameters are rough. The level difference $2\delta=2.5$ eV may be compared with $9.52-7.31=2.2$ eV for the computed fragments, and $D_0=2.8$ eV with 3.05 eV. This level difference belongs to methyl. Branched alkyl radicals ionize much more easily, isopropyl near 7.4 eV and tert-butyl near 6.7 eV. Against SnH$_3$ the difference then nearly vanishes or changes sign, the polarity term shrinks to a few tenths of an eV or less, and for tert-butyl the charge would leave on the alkyl fragment. The ionization energy of a tin-oxo fragment was not computed, so the size and sign of $\delta$ in a resist are not fixed here. The stretch on ionization from the Hartree–Fock scans, 0.049 nm, is nearly twice the model's 0.026 nm, so the model understates the relaxation. A temperature of 450 K is of the order of a post-exposure bake, by which time nanosecond holes are gone.

In a film the bond is not isolated. A medium of dielectric constant 4 stabilizes the smaller fragment ion (assumed radius 0.32 nm) more than the parent (assumed radius 0.35 nm), which lowers $D_+$ by about 0.14 eV and speeds loss at 450 K some fortyfold. If tin carries four equal alkyl groups whose bonding orbitals couple by $-\beta$, the orbital energies shift by $-3\beta$ once and $+\beta$ three times. The hole enters an upper level, and at fixed geometry $I(AB)$ falls by $\beta$. Equation (1) needs relaxed energies, however, and relaxation around one bond tends to localize the hole and give up part of this gain. If $I(A)$ is unchanged, $D_+$ therefore rises by at most $\beta$: 0.30 eV for an assumed $\beta=0.30$ eV. The numerical output lists this upper limit. With one alkyl group per tin this sharing is absent. The zero-point energy of the model's stretch alone lowers $D_0$ by 0.03 eV and $D_+$ by 0.02 eV; the bending and torsional vibrations of a real molecule, which also change on dissociation, are not counted.

Not computed are holes on oxygen, attack by a nucleophile, electronically excited cations, and recombination of the fragments in the film. The first would remove the premise that the Sn–C orbital is the one ionized. The remaining values are in the numerical output.

## Numbers as computed

```
model: delta, t, U = 1.25, 3.60, 8.00 eV
model: neutral length, decay length = 0.215, 0.120 nm
electronic binding neutral, cation = 4.369, 2.561 eV
core repulsion at neutral length = 1.579 eV
bond order neutral, cation = 0.877, 0.472
outward force on new cation = 24.30 eV/nm
critical U: polar, nonpolar = 17.99, 10.80 eV
model D0, D+ = 2.790, 1.243 eV
model I(AB) - I(A) = 1.547 eV
cation length = 0.2409 nm; stretch = 0.0259 nm
energy released after vertical ionization = 0.261 eV
fragment masses = 15, 122 u
quantum neutral, cation = 61.9, 40.6 meV
attempt frequency of cation = 9.811e+12 1/s
loss rate at 300 K: neutral 2.01e-34, cation 1.29e-08 1/s
loss rate at 450 K: neutral 8.45e-19, cation 1.18e-01 1/s
flux integral / simple rate at 450 K = 0.985
hole lifetime = 1.0 ns; largest D at 300 K = 0.238 eV
neglected zero-point change in D0, D+ = -30.9, -20.3 meV
dielectric constant = 4.0; ion radii parent, fragment = 0.35, 0.32 nm
neglected dielectric lowering of D+ = 0.145 eV
coupling of four equal bonds = 0.30 eV; rise of D+ by hole sharing = 0.30 eV
CH3SnH3: MP2 at partly scanned UHF geometries
fixed Sn-H, C-H lengths = 0.171, 0.109 nm
fixed angles: neutral C-Sn-H and Sn-C-H 110, cation Sn-C-H 102 degrees
fixed SnH3 radical angle to its axis = 108 degrees
Sn-C length neutral, cation = 0.2153, 0.2645 nm
scanned cation C-Sn-H angle = 95.0 degrees
orbital ionization energy Sn-C, Sn-H = 11.26, 11.98 eV
slope with Sn-C length: Sn-C, Sn-H = -29.56, 6.82 eV/nm
Mayer Sn-C bond order, neutral = 0.901
same after frozen removal from Sn-C, Sn-H = 0.596, 0.918
same in relaxed cation = 0.265
I(parent) vertical, relaxed = 10.533, 9.411 eV
I(SnH3), I(CH3) = 7.314, 9.519 eV
D0 = 3.054 eV; D+ to SnH3+ and CH3 = 0.957 eV
D+ to SnH3 and CH3+ = 3.162 eV
Li2: D0, D+ = 0.969, 1.215 eV
Li2: length neutral, cation = 0.2738, 0.3199 nm
I(Li2), I(Li) = 5.096, 5.342 eV
```
